# Periodic growth of a two-pulse deposition cycle with second-order kinetics, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one repeating cycle to the general law

### A cycle that can be done by hand

Consider a surface with a fixed number of sites, each carrying one of two groups, A or B. A pulse of the first vapour turns A into B and deposits material. A pulse of the second vapour turns B back into A. Between pulses the chamber is purged, and the surface does not change.

Suppose that two thirds of the sites carry A when the first pulse arrives, and that the pulse converts half of these. One third of all sites then still carry A, and two thirds carry B. The second pulse therefore also meets a surface on which two thirds of the sites can react. If it acts with the same strength, it converts half of them, and two thirds of the sites again carry A. The cycle repeats.

Each pulse converts one third of all sites. A pulse of unlimited length would convert all of them. Growth per cycle, relative to this saturated value, is $1/3$.

Now let the reaction be of second order: the reactive fraction $x$ falls at a rate proportional to $x^2$. In a suitable measure $s$ of exposure,

$$\frac{dx}{ds}=-x^2,\qquad \frac{d}{ds}\left(\frac1x\right)=-\frac1{x^2}\frac{dx}{ds}=1 .$$

The reciprocal $1/x$ grows by one unit per unit of exposure. In the cycle above, $x$ falls from $2/3$ to $1/3$, so $1/x$ rises from $3/2$ to $3$. The exposure is $u=3/2$.

The same pulse on a fully reactive surface does more. There $1/x$ rises from $1$ to $5/2$, so $x$ falls from $1$ to $2/5$, and the pulse converts $3/5$ of the sites. That is almost twice the periodic value. The cycle grows less because an incomplete pulse spoils the start of the next one: sites that were not converted are of the wrong kind for the following vapour.

### What the rate law assumes

Let $N_s$ be the number of accessible sites per unit area. Let $x$ denote throughout the fraction of sites that can react with the coming or current pulse. Before a pulse of the first vapour it is the fraction of A; before a pulse of the second it is the fraction of B.

A second-order law arises if a molecule must find two reactive sites side by side. If the two kinds of site are well mixed, the probability that both members of a randomly chosen pair are reactive is $x^2$. This is a mean-field statement: it neglects correlations between neighbours. Let $F$ be the number of molecules striking unit area per unit time, and let $s_0$ be the probability that one collision with a fully reactive surface converts a pair. Each success removes two reactive sites, so

$$N_s\frac{dx}{dt}=-2s_0F\,x^2 .$$

Dividing by $N_s$ and defining $ds=(2s_0F/N_s)\,dt$ gives $dx/ds=-x^2$. For constant flux during a pulse of length $t$, the total dimensionless dose is

$$u=\frac{2s_0Ft}{N_s}.$$

The dose counts how many sites would be converted, per available site, if the initial rate on a fully reactive surface persisted. It may exceed one, because the actual rate falls as sites are used up.

The square law is an assumption about the mechanism. A finite number of sites makes the growth self-limiting, but does not fix the order of the reaction. I also assume that every converted site becomes one site reactive toward the next vapour, that both pulses follow the same law, and, until Part 2, that both have the same dose $u>0$.

### One pulse

Let $x$ be the reactive fraction before a pulse and $x'$ the fraction left after it. Integrating $d(1/x)/ds=1$ from $0$ to $u$ gives

$$\frac1{x'}-\frac1x=u .$$

Hence $1/x'=(1+ux)/x$, or

$$x'=\frac{x}{1+ux}. \tag{1}$$

If $x=0$ initially, the rate equation keeps it at zero, which agrees with this formula.

Two limits show how the pulse works. For $u\to0$, nothing is converted and $x'\to x$. For $ux\gg1$, the formula becomes $x'\approx1/u$. The remainder then no longer depends on the initial fraction at leading order. It also decreases slowly, as the inverse of the dose, because the last reactive sites seldom find partners.

### The next pulse sees the complement

Sites no longer reactive toward the current vapour are reactive toward the next. The next pulse therefore starts with

$$R(x)=1-x'=1-\frac{x}{1+ux}. \tag{2}$$

Because the two pulses have equal doses and the same rate law, the same function $R$ applies after each. One full cycle is $R$ applied twice.

The simplest periodic state has the same reactive fraction before every pulse, as in the opening example. It satisfies $x=R(x)$. Multiplying by $1+ux$, which is positive for physical $x$, gives

$$x(1+ux)=1+ux-x .$$

Moving all terms to the left gives

$$ux^2+(2-u)x-1=0 . \tag{3}$$

Its discriminant is

$$(2-u)^2+4u=4-4u+u^2+4u=u^2+4,$$

so the roots are

$$x_\pm=\frac{u-2\pm\sqrt{u^2+4}}{2u}. \tag{4}$$

The product of the roots is $-1/u$, which is negative. Exactly one root is therefore positive. The polynomial in (3) equals $-1$ at $x=0$ and $u+(2-u)-1=1$ at $x=1$, so the positive root lies between zero and one. It is the physical fraction $x_+$.

The fraction converted by a pulse is $g=x_+-x'$. In this state the next pulse also starts with $x_+=1-x'$, hence $x'=1-x_+$ and

$$g=x_+-(1-x_+)=2x_+-1 .$$

Inserting (4),

$$g=\frac{u-2+\sqrt{u^2+4}}{u}-1=\frac{\sqrt{u^2+4}-2}{u}. \tag{5}$$

This is the periodic growth relative to saturation. Saturation means complete conversion in each pulse, for which the converted fraction is one. For $u=3/2$, the square root is $5/2$ and (5) returns $1/3$.

Multiplying numerator and denominator of (5) by $\sqrt{u^2+4}+2$ gives

$$g=\frac{u}{\sqrt{u^2+4}+2}=\frac1{\sqrt{1+4/u^2}+2/u}. \tag{6}$$

The last denominator decreases as $u$ increases. Growth therefore rises with dose and stays below one at any finite dose.

### Small and large doses

For small $u$,

$$\sqrt{u^2+4}=2\sqrt{1+u^2/4}=2+\frac{u^2}{4}+O(u^4),$$

and therefore

$$g=\frac u4+O(u^3).$$

The surface is then almost evenly divided between A and B. Each pulse starts near $x=1/2$ and has an initial rate near $x^2=1/4$ of the fully reactive rate. This explains the factor of four.

For large $u$,

$$\sqrt{u^2+4}=u\sqrt{1+4/u^2}=u+\frac2u+O(u^{-3}),$$

so that

$$g=1-\frac2u+O(u^{-2}).$$

A pulse leaves about $1/u$ of the sites unconverted. The same fraction was already missing at its start, because the previous pulse was incomplete too. The two deficits add to $2/u$.

A single pulse on a fully reactive surface converts

$$1-\frac1{1+u}=\frac{u}{1+u}.$$

This is about four times the periodic growth at small dose. At large dose it has half the periodic deficit. Measuring the uptake of one pulse on a freshly prepared surface therefore does not give the periodic growth directly, within this model.

### Comparison with first-order kinetics

If single sites react independently, the corresponding law is $dx/ds=-x$, with the same initial rate on a fully reactive surface. Then $x'=xe^{-u}$. The repeating state satisfies $x+xe^{-u}=1$, or $x=1/(1+e^{-u})$. Its growth is

$$g_1=x-xe^{-u}=\frac{1-e^{-u}}{1+e^{-u}}=\tanh\frac u2 . \tag{7}$$

At small dose $g_1\approx u/2$, since the rate at half coverage is halved rather than quartered. At large dose $1-g_1\approx2e^{-u}$. The deficit again comes twice, but now disappears exponentially.

| $u$ | periodic, second order | single pulse, second order | periodic, first order |
|---:|---:|---:|---:|
| 0.3 | 0.0746 | 0.2308 | 0.1489 |
| 2 | 0.4142 | 0.6667 | 0.7616 |
| 20 | 0.9050 | 0.9524 | 1.0000 |
| 200 | 0.9900 | 0.9950 | 1.0000 |

The entries 1.0000 are rounded, not equal to one. For the four doses in the table, the second-order rate equation was also integrated numerically through both pulses, and the repeating state was found by root search. The largest absolute difference from (5) was $6.3\times10^{-14}$.

### Does the surface find this state?

Equation (3) gives a state that repeats after every pulse. It does not yet exclude a cycle that alternates between two different fractions, nor show that an arbitrary starting surface approaches the repeating state. Both questions can be settled by a change of variable.

Define

$$\lambda=\frac{u+\sqrt{u^2+4}}2 . \tag{8}$$

This is the positive solution of $\lambda^2-u\lambda-1=0$, so $u=\lambda-1/\lambda$, and $\lambda>1$ for $u>0$. Since $\sqrt{u^2+4}=2\lambda-u=\lambda+1/\lambda$, equation (4) gives

$$x_+=\frac{2\lambda-2}{2(\lambda-1/\lambda)}
=\frac{\lambda(\lambda-1)}{(\lambda-1)(\lambda+1)}
=\frac\lambda{\lambda+1}.$$

The product of the roots is $-1/u$, and $u=(\lambda-1)(\lambda+1)/\lambda$. Hence

$$x_-=-\frac1{ux_+}=-\frac1{\lambda-1}.$$

It follows that

$$1+ux_+=1+(\lambda-1)=\lambda,$$

$$1+ux_-=1-\frac{\lambda+1}{\lambda}=-\frac1\lambda .$$

For two starting values $x$ and $y$, equation (2) gives

$$R(x)-R(y)=\frac{y}{1+uy}-\frac{x}{1+ux}
=-\frac{x-y}{(1+ux)(1+uy)}.$$

The terms proportional to $uxy$ have cancelled in the numerator. Set $y=x_+$ and then $y=x_-$. Both are unchanged by $R$. Dividing the two results removes the common factor $1+ux$:

$$\frac{R(x)-x_+}{R(x)-x_-}
=\frac{1+ux_-}{1+ux_+}\,\frac{x-x_+}{x-x_-}
=-\frac1{\lambda^2}\,\frac{x-x_+}{x-x_-}.$$

Thus the variable

$$w=\frac{x-x_+}{x-x_-} \tag{9}$$

is multiplied by $-1/\lambda^2$ in each pulse. After $n$ pulses,

$$w_n=\left(-\frac1{\lambda^2}\right)^nw_0 . \tag{10}$$

For $0\le x\le1$, the denominator in (9) is positive because $x_-<0$, so $w_0$ is finite. Since $\lambda>1$, $w_n$ tends to zero and $x$ tends to $x_+$. A surface that repeats after any number of pulses must have $w=0$, since otherwise $|w|$ would have decreased. The state found above is therefore the unique periodic state, and every starting surface approaches it.

The sign in (10) also has a meaning. If one pulse starts with too many reactive sites, the next starts with too few. Over a full cycle the sign is restored and $w$ shrinks by $\lambda^{-4}$.

### A visible transient

Solving (9) for $x$ gives $x(1-w)=x_+-wx_-$, and therefore

$$x-x_+=\frac{w(x_+-x_-)}{1-w}.$$

Near the periodic state $1-w$ is close to one, so deviations of $x$ shrink by the same factor $\lambda^{-4}$ per cycle. Farther away the denominator changes the ratio.

Take $u=0.5$ and a surface initially all A. The first pulse leaves $2/3$ A and converts $1/3$ of the sites. The second starts with $1/3$ B and leaves $(1/3)/(1+1/6)=2/7$. The next A pulse thus starts at $5/7$. Continuing, the growth in the A pulses of the first five cycles is

$$0.3333,\quad0.1880,\quad0.1455,\quad0.1312,\quad0.1261,$$

while the periodic value is $0.1231$. The mean over these five cycles is about $0.185$, half as large again as the periodic growth. The contraction factor per cycle near the periodic state, found from numerical integration, is $0.3716$, in agreement with $\lambda^{-4}$. The excess falls from $0.0081$ to $0.0030$ between the fourth and fifth cycles, a ratio of about $0.37$.

At vanishing dose $\lambda\to1$, and the memory becomes long. From (8), $\lambda=1+u/2+O(u^2)$, so $\lambda^{-4}\approx1-2u$. About $1/(2u)$ cycles are then needed to reduce a small deviation by a factor $e$. A growth rate measured over a few cycles at low dose may consequently describe the initial surface more than the periodic process.

## Part 2. Doses, pulse times and the limits of the model

The symbols carried over are these. $N_s$ is the density of accessible sites, $x$ the fraction reactive toward the coming pulse, $x'$ the fraction left by it, and $g$ the fraction converted per pulse in the periodic state. A pulse of dose $u$ obeys $1/x'-1/x=u$. With equal doses, $x=(1+g)/2$, $x'=(1-g)/2$ and

$$g=\frac{\sqrt{u^2+4}-2}{u}.$$

The pair law gives $u=2s_0Ft/N_s$, with impingement flux $F$, pulse time $t$ and pair-reaction probability $s_0$ on a fully reactive surface.

### The dose needed for a chosen growth

The inverse relation follows directly from the reciprocal law:

$$u=\frac{2}{1-g}-\frac2{1+g}
=\frac{2(1+g)-2(1-g)}{1-g^2}
=\frac{4g}{1-g^2}. \tag{11}$$

As $g\to0$ this gives $u\approx4g$, as before. As $g\to1$, the denominator is approximately $2(1-g)$, and $u\approx2/(1-g)$. Halving a small deficit requires about twice the dose.

For $g=0.95$,

$$u=\frac{4(0.95)}{1-0.95^2}=38.97 .$$

First-order kinetics with the same initial rate on a fully reactive surface needs $u=2\,\mathrm{artanh}(0.95)=3.66$. The difference comes from the last reactive sites, which must find partners in the second-order model.

### How much does a dose error matter?

Taking logarithms in (11),

$$\ln u=\ln4+\ln g-\ln(1-g^2).$$

Differentiation with respect to $\ln g$ gives

$$\frac{d\ln u}{d\ln g}=1+\frac{2g^2}{1-g^2}=\frac{1+g^2}{1-g^2}.$$

The reciprocal is the sensitivity of growth to a common relative change of both doses. To write it in terms of $u$, use $1-g^2=4g/u$ from (11). Then

$$(1+g^2)^2=(1-g^2)^2+4g^2
=4g^2\,\frac{u^2+4}{u^2}.$$

Both sides involve squares of positive quantities, so $1+g^2=2g\sqrt{u^2+4}/u$. Dividing gives

$$\frac{d\ln g}{d\ln u}=\frac{2}{\sqrt{u^2+4}}. \tag{12}$$

At small dose the sensitivity tends to one: growth is proportional to dose. At large dose it tends to $2/u$, so small common changes have little effect. This is a local statement; large changes need the full formula.

For equal doses, the pair law gives a unique periodic growth that every starting surface approaches, together with the dose needed for a chosen growth and the sensitivity to dose errors. What remains is to treat unequal doses, work through an example in process units, and examine the limits of the model.

Numerical values quoted here were computed with a short program.
